One-dimensional RKKY range function and the order of a singular double integral

**Question**

I am calculating the RKKY coupling between two fixed classical spins in a one-dimensional free-electron gas at zero temperature. Second-order perturbation theory leaves a double integral over an occupied wavevector k and a final wavevector k', with integrand

cos((k' − k)R)/(k'² − k²).

The Pauli principle restricts k' to empty states. But the integrand changes sign when k and k' are exchanged, so I argued that transitions between two occupied states cancel in pairs. I therefore let k' run over the whole line, took the principal value over k', and then integrated over k from −kF to kF. The result was

−π Si(2kF R), with Si(x) = ∫_0^x (sin t/t) dt.

This tends to −π²/2 as R → ∞, so two spins infinitely far apart would still be coupled. I have checked both integrations and find no slip. What is the correct range function, and where does the constant come from?

**Answer**

Both of your integrations are right. The faulty step is the claim that the occupied-to-occupied part vanishes: in the order you chose, it equals −π²/2. I first derive the coupling without that part, then evaluate the part itself.

**1. From the exchange interaction to the double integral**

Take ε_k = ħ²k²/2m and the contact exchange

H' = J Σ_i δ(x − R_i) S_i·σ/2,

where J is an energy times a length, the S_i are dimensionless and R = |R1 − R2| > 0. For plane waves on a length L, the matrix element is

⟨k'σ'|H'|kσ⟩ = (J/2L) Σ_i e^{i(k−k')R_i} (S_i·σ)_{σ'σ}.

The second-order energy is minus the sum of |matrix element|²/(ε_k' − ε_k) over occupied k, empty k' and both spin indices. The part containing both spins follows from Tr[(S1·σ)(S2·σ)] = 2 S1·S2. The two cross terms have conjugate phases, so their numerator is

(J²/4L²) · 2 S1·S2 · 2cos((k' − k)R) = (J²/L²) S1·S2 cos((k' − k)R).

Each wavevector sum becomes L/2π times an integral, and 1/(ε_k' − ε_k) = (2m/ħ²)/(k'² − k²). Hence

E12 = −(J² m/2π²ħ²) D(R) S1·S2,

D(R) = ∫_{|k|<kF} dk ∫_{|k'|>kF} dk' cos((k' − k)R)/(k'² − k²).

The denominator vanishes only at the corners |k| = |k'| = kF. There it behaves as 2kF(s + t), where s and t are the distances of |k| and |k'| from kF, and 1/(s + t) is integrable in two dimensions. At large k' the integrand falls as 1/k'². The integral converges absolutely, so D does not depend on the order of integration.

**2. The correct range function**

Use q = k' − k, so that k'² − k² = q(q + 2k). For q > 0, an allowed transition needs k + q > kF, so k runs from the larger of −kF and kF − q up to kF. Since

∫ dk/[q(q + 2k)] = (1/2q) ln(q + 2k),

the upper limit gives q + 2kF inside the logarithm. The lower limit gives 2kF − q if q < 2kF, and q − 2kF if q > 2kF. Both cases are contained in

(1/2q) Λ(q), Λ(q) = ln|(q + 2kF)/(q − 2kF)|.

Negative q gives the same function after k → −k. Therefore

D(R) = I(R)/2, I(R) = ∫_{−∞}^{∞} dq cos(qR) Λ(q)/q.

Differentiate with respect to R:

I'(R) = −∫ dq sin(qR) Λ(q).

This is allowed because Λ falls as 4kF/q, which makes the new integral converge uniformly for R above any positive value. Now integrate by parts. The boundary terms vanish at infinity, and those on the two sides of each logarithmic singularity cancel, leaving

∫ dq sin(qR) Λ(q) = (1/R) P∫ dq cos(qR) [1/(q + 2kF) − 1/(q − 2kF)],

where P denotes the principal value. Setting q = a + u gives

P∫ dq cos(qR)/(q − a) = cos(aR) P∫ du cos(uR)/u − sin(aR) ∫ du sin(uR)/u = −π sin(aR),

because the first integrand is odd and the last integral is π. With a = −2kF the first term in the bracket gives +π sin(2kF R). With a = 2kF the second, including its minus sign, gives the same. So

I'(R) = −2π sin(2kF R)/R.

Since Λ(q)/q is absolutely integrable, its Fourier integral I(R) vanishes as R → ∞. This fixes the integration constant:

I(R) = 2π ∫_R^∞ dr sin(2kF r)/r = 2π [π/2 − Si(2kF R)].

Thus D = πF(2kF R), and

**E12 = −(J² m/2πħ²) F(2kF R) S1·S2, F(x) = π/2 − Si(x).**

Positive F favours parallel spins. As R → 0, F → π/2. For large x, two integrations by parts of F = ∫_x^∞ (sin t/t) dt give

F(x) ≈ cos x/x + sin x/x².

The coupling therefore oscillates with period π/kF and decays as 1/R.

**3. What your order of integration computes**

Expand the cosine. The term with sin(k'R) is odd in k' and drops out, leaving cos(kR) times

P∫ dk' cos(k'R)/(k'² − k²) = (1/2k) P∫ dk' cos(k'R) [1/(k' − k) − 1/(k' + k)] = −π sin(kR)/k,

by the principal-value formula above. Then

−π ∫_{−kF}^{kF} dk cos(kR) sin(kR)/k = −π ∫_0^{kF} dk sin(2kR)/k = −π Si(2kF R).

This is your result. It must equal D + B, where B is the same iterated integral with both wavevectors in the Fermi sea. Comparison with D = π²/2 − π Si(2kF R) requires B = −π²/2.

**4. Direct evaluation of the supposedly vanishing part**

Begin with R = 0. For 0 < k < kF,

P∫_{−kF}^{kF} dk'/(k'² − k²) = (1/k) ln[(kF − k)/(kF + k)].

This is even in k. With t = k/kF,

B(0) = 2 ∫_0^1 (dt/t) ln[(1 − t)/(1 + t)].

Insert ln[(1 − t)/(1 + t)] = −2 Σ_{n≥0} t^{2n+1}/(2n + 1) and integrate term by term:

B(0) = −4 Σ_{n≥0} 1/(2n + 1)² = −4 · π²/8 = −π²/2.

The integrand is odd under exchange, yet its iterated integral is not zero. Exchanging the names of k and k' also exchanges the order of integration, and here the order matters.

To see why, cut out the strip |k' − k| < δ in the quadrant k, k' > 0. The remaining region is symmetric and its integral converges absolutely, so there the pairwise cancellation is valid. The question is whether the strip's own contribution vanishes as δ → 0. For k > δ and away from kF, its inner principal value is

P∫_{k−δ}^{k+δ} dk'/(k'² − k²) = (1/2k) ln[(2k − δ)/(2k + δ)],

which is about −δ/(2k²) for k ≫ δ. At fixed k this vanishes with δ. Its integral over k, however, receives a finite contribution from k of order δ, however small δ is. The constant comes from the origin, where the pole lines k' = k and k' = −k cross.

For R > 0, parity again reduces the sea integral to four times the positive quadrant, with numerator cos(kR) cos(k'R). Subtract the R = 0 integrand. The difference is g/(k' − k), with

g = [cos(kR) cos(k'R) − 1]/(k + k').

The bracket is at most R²(k² + k'²)/2 in magnitude, so g vanishes at the origin, and its first derivatives are bounded. In the strip, the principal value removes g(k,k) and leaves an inner integral of order δ. Where k lies within δ of an end of its range, the strip is lopsided and a logarithm appears, but its integral over k is also of order δ. The strip now contributes nothing in the limit, and the symmetric remainder cancels. Hence

B(R) = B(0) = −π²/2 for every R.

The same argument shows that the sea integral vanishes if |k| < κ and |k'| < κ are both excluded for some fixed κ > 0, since 1/(k + k') is then smooth.

**5. The opposite order, and a safe one**

If k is integrated first, relabelling the variables turns the sea integral into −B = +π²/2. The three results are

allowed transitions: π[π/2 − Si(2kF R)]

k' first, sea included: −π Si(2kF R)

k first, sea included: π[π − Si(2kF R)]

The two careless results miss by equal and opposite constants, and their mean is correct. This dependence on order is the Poincaré–Bertrand effect: iterated principal values can depend on their order when two pole lines cross inside the region of integration.

You can include the sea safely by integrating over k at fixed q. For 0 < q < 2kF, the occupied-to-occupied transitions have −kF < k < kF − q, an interval centred on −q/2. With u = k + q/2 their integrand is 1/(2qu), whose principal value over a symmetric interval is zero.

**6. Size of the error in an example**

Choose m equal to the free-electron mass, kF = 5 nm⁻¹, J = 0.05 eV nm and |S| = 1. With ħ²/m = 0.0762 eV nm², the Fermi energy is 0.0762 × 25/2 = 0.9525 eV. The energy scale is

J²S²m/(2πħ²) = 0.05²/(2π × 0.0762) eV = 5.22 meV.

At R = 1 nm, x = 2kF R = 10 and Si(10) = 1.65835, so F = π/2 − 1.65835 = −0.08755. For parallel spins,

E12 = −5.22 × (−0.0876) meV = +0.457 meV,

which favours antiparallel alignment. Integrating k' first would give +8.66 meV, and integrating k first −7.745 meV. At R = 5 nm the correct value is −0.100 meV, against +8.10 and −8.30 meV. The spurious offsets are ±5.22 × π/2 = ±8.20 meV at every distance. The correct coupling first changes sign at x = 1.926, or R = 0.193 nm.

The formula assumes weak exchange, non-interacting electrons and a sharp Fermi edge. In this example the strength parameter mJ|S|/(2ħ²kF) is 0.066, so second order is reasonable at the Fermi energy. The energies above are second-order values, and higher orders in J shift them by about 1%: for parallel spins the energy to all orders is +0.451 meV at R = 1 nm and −0.099 meV at R = 5 nm, and the parallel and antiparallel energies first cross at R = 0.192 nm.

The numerical check also diagonalizes tight-binding rings containing two weak classical spins, which involves no singular integral. At 2kF R = 1.04, 3.11 and 6.22, the energies extrapolated in ring length give F = 0.592, −0.281 and 0.151, against 0.594, −0.281 and 0.152 from the formula; the check requires agreement within 0.015. The extrapolation uses only two ring lengths, 200 and 600 sites, and is uncertain by about 0.002; the infinite chain gives 0.592, −0.282 and 0.153. An extra ±π/2 would be plainly visible there.

Calculated quantities

```
Pair integrals in units of 1/kF^0 (dimensionless), kF = 1
kF R | allowed D | via q | k' first | k first | sea block | origin cut
0.7 | 0.98825 | 0.98825 | -3.94655 | 5.92305 | -4.93480 | 0.00000
2.0 | -0.58876 | -0.58876 | -5.52356 | 4.34605 | -4.93480 | 0.00000
5.0 | -0.27505 | -0.27505 | -5.20985 | 4.65975 | -4.93480 | 0.00000
Sea block at R = 0, k' first: -4.93480 (dimensionless)
pi^2/2 = 4.93480 (dimensionless)
Rings: 200 and 600 sites, kF times spacing = 0.1728
Ring coupling J|S|/2 = 0.01 hopping units
distance (sites) | 2kF R | F from rings | F formula
3 | 1.0367 | 0.5919 | 0.5940
9 | 3.1102 | -0.2810 | -0.2810
Energy fraction at 60 degrees, 9 sites: 0.7499
18 | 6.2204 | 0.1506 | 0.1523
Example: kF = 5.0 1/nm, J = 0.05 eV nm, |S| = 1.0, m = m_e
hbar^2/m = 0.076200 eV nm^2
Fermi energy = 0.9525 eV
Weak-coupling parameter m J|S|/(2 hbar^2 kF) = 0.0656
Energy scale J^2 S^2 m/(2 pi hbar^2) = 5.2216 meV
First zero of F: x = 1.9264, R = 0.1926 nm
Parallel-spin E12 in meV: correct, k' first, k first
R (nm) | 2kF R | Si | F | correct | k' first | k first
0.1 | 1.0 | 0.94608 | 0.62471 | -3.2620 | 4.9401 | -11.4642
0.3 | 3.0 | 1.84865 | -0.27786 | 1.4509 | 9.6530 | -6.7513
0.6 | 6.0 | 1.42469 | 0.14611 | -0.7629 | 7.4392 | -8.9651
1.0 | 10.0 | 1.65835 | -0.08755 | 0.4572 | 8.6593 | -7.7450
2.0 | 20.0 | 1.54824 | 0.02255 | -0.1178 | 8.0844 | -8.3199
5.0 | 50.0 | 1.55162 | 0.01918 | -0.1001 | 8.1020 | -8.3023
Spurious energy at large R: +/- 8.2021 meV
```
